\section*{The Dudarev Correction: Orbital Shifts and the Band Gap They Open, part 2}

Suppose that a semilocal calculation of a transition-metal oxide gives a band gap 3 eV too small. Should the parameter \(U\) of a Dudarev correction then be 3 eV? The answer depends on how far the band edges follow the shifts of the localized \(d\) orbitals. Numerical energies are in eV.

The parameter is \(U=U_C-J\), with \(U_C\) the average Coulomb energy of a pair of electrons on the atom and \(J\) the exchange lowering for parallel spins. The localized orbitals (projectors) are fixed and orthonormal. In axes that diagonalize the occupation matrix, an orbital of given spin with occupation \(n\) contributes \(Un(1-n)/2\) to the correction energy \(E_U\). Its potential \(v\), and the added separation of two such orbitals \(a\) and \(b\), are
\begin{equation}
v=U\left(\tfrac12-n\right),\qquad v_b-v_a=U(n_a-n_b).
\label{eq:recall}
\end{equation}

The functional being corrected, the base functional, has the Hamiltonian \(H_0\). The correction adds the operator \(V\), so \(H=H_0+V\). The centroid of a localized orbital \(|d\rangle\) is the mean energy \(\langle d|H|d\rangle\) of its projected spectrum. It moves by the full \(v\) if \(\langle d|H_0|d\rangle\) is held fixed. A single eigenorbital \(|i\rangle\) of \(H\), with energy \(\varepsilon_i\), responds to a small change \(\delta v\) of the \(d\) potential only through its \(d\) weight \(w_i\):
\begin{equation}
\delta\varepsilon_i=\langle i|d\rangle\,\delta v\,\langle d|i\rangle=w_i\,\delta v,\qquad
w_i=|\langle d|i\rangle|^2 .
\label{eq:weight}
\end{equation}

For an isolated shell with base energy \(aN+bN^2/2\), where \(N\) is the number of electrons and \(b\) the curvature, the corrected eigenvalues match the energies of removing and adding an electron if
\begin{equation}
U=b .
\label{eq:curv}
\end{equation}

The ion mentioned below is free Mn\(^{2+}\), with five parallel \(3d\) electrons, computed with PBE in the def2-TZVP basis at \(U=4.0\) eV. Its majority \(3d\) orbitals serve as projectors; standard tabulated atomic orbitals were tried for comparison.

\subsection{A \(d\) orbital coupled to a ligand}

The smallest model with this physics has one \(d\) orbital and one ligand orbital for each spin, coupled by a real matrix element \(t\). Put the ligand level at zero. In the minority channel let the base \(d\) level be \(e_\downarrow\), and let one electron occupy the two levels. With the correction the \(d\) level lies at
\begin{equation}
\Delta=e_\downarrow+U\left(\tfrac12-n\right),
\label{eq:delta}
\end{equation}
and the Hamiltonian, in the order \(d\), ligand, is
\begin{equation}
H^\downarrow=\begin{pmatrix}\Delta&t\\t&0\end{pmatrix},\qquad
\varepsilon(\varepsilon-\Delta)-t^2=0 .
\label{eq:matrix}
\end{equation}
The quadratic equation has the roots
\begin{equation}
\varepsilon_\pm=\frac{\Delta\pm R}{2},\qquad R=\sqrt{\Delta^2+4t^2}.
\label{eq:roots}
\end{equation}

By \eqref{eq:weight}, the \(d\) weight of a level is the derivative of its energy with respect to \(\Delta\). Since \(dR/d\Delta=\Delta/R\), the filled lower level has the weight
\begin{equation}
n=\frac{d\varepsilon_-}{d\Delta}=\frac12\left(1-\frac{\Delta}{R}\right),
\label{eq:n}
\end{equation}
and the empty upper level has \(1-n\). Hybridization gives the nominally empty \(d\) orbital a nonzero occupation. It therefore feels a potential smaller than \(U/2\).

In the majority channel both levels are filled. Their \(d\) weights add to one, so the \(d\) occupation is 1 for any mixing, and the potential is \(-U/2\). With base level \(e_\uparrow\), define
\begin{equation}
\Delta_\uparrow=e_\uparrow-\frac U2,\qquad
R_\uparrow=\sqrt{\Delta_\uparrow^2+4t^2}.
\label{eq:up}
\end{equation}
The upper majority level and its \(d\) weight are
\begin{equation}
\varepsilon_h=\frac{\Delta_\uparrow+R_\uparrow}{2},\qquad
w_h=\frac12\left(1+\frac{\Delta_\uparrow}{R_\uparrow}\right).
\label{eq:homo}
\end{equation}
This is the highest filled level: \(\varepsilon_h\) is positive for \(t\ne0\), whereas the filled minority level \(\varepsilon_-\) is negative. For \(\Delta>\Delta_\uparrow\), the lowest empty level is \(\varepsilon_+\), and the gap is \(E_g=\varepsilon_+-\varepsilon_h\).

\subsection{Feedback and the slope of the gap}

The potential depends on \(n\), and \(n\) depends on the potential. From \eqref{eq:n}, the response of the occupation to the \(d\) level is
\begin{align}
\chi\equiv\frac{dn}{d\Delta}
&=-\frac12\left(\frac1R-\frac{\Delta^2}{R^3}\right)
=-\frac12\,\frac{R^2-\Delta^2}{R^3}\nonumber\\
&=-\frac{2t^2}{R^3}.
\label{eq:chi}
\end{align}
It is negative because raising the level empties it. Differentiate \eqref{eq:delta} with respect to \(U\), keeping \(e_\downarrow\) and \(t\) fixed:
\begin{equation}
\frac{d\Delta}{dU}=\frac12-n-U\chi\frac{d\Delta}{dU}
\quad\Longrightarrow\quad
\frac{d\Delta}{dU}=\frac{\frac12-n}{1+U\chi}.
\label{eq:feedback}
\end{equation}
On a solution branch with \(0<1+U\chi<1\), the denominator amplifies the shift: raising the level empties it, which raises it further. If \(1+U\chi\) reaches zero at \(n\ne1/2\), the slope diverges and the branch can cease to be unique.

Now apply \eqref{eq:weight} to both gap edges. The empty edge has weight \(1-n\) and moves with \(\Delta\). The filled edge has weight \(w_h\), and its \(d\) potential changes by \(-1/2\) per unit \(U\). Subtracting its downward motion adds to the gap:
\begin{equation}
\frac{dE_g}{dU}=\frac{(1-n)(\frac12-n)}{1+U\chi}+\frac{w_h}{2}.
\label{eq:slope}
\end{equation}

Two limits fix its meaning. If the coupling vanishes and the ligand level lies far below both \(d\) levels, then \(n=0\), \(\chi=0\) and \(w_h=1\). The slope is \(1/2+1/2=1\), and the gap opens by \(U\). If instead \(U\) grows without limit at fixed \(t\) and fixed ligand level, on the branch with \(\Delta>0\), the empty edge becomes pure \(d\) and the filled edge pure ligand. Then \(n\), \(w_h\) and \(U\chi\) tend to zero, the last because \(R\) grows in proportion to \(U\), and the slope tends to \(1/2\). The gap has changed from one between \(d\) levels to one between ligand and \(d\) levels; only the empty edge still follows \(U\).

\subsection{Numbers in the regime of nickel oxide}

Nickel oxide, studied for resistive memory, has filled majority and nominally empty minority \(e_g\) orbitals that mix with oxygen \(p\) orbitals. The following round values lie in its rough regime: \(e_\uparrow=0.5\) eV, \(e_\downarrow=1.5\) eV, \(t=1.2\) eV and \(U=6.0\) eV. They are model parameters and were not extracted from a calculation of the crystal.

Without the correction, \(R=\sqrt{1.5^2+4(1.2)^2}=2.830\) eV. The minority occupation is \((1-1.5/2.830)/2=0.235\), and the empty edge lies at \((1.5+2.830)/2=2.165\) eV. The filled edge, from \eqref{eq:homo} with \(U=0\), lies at 1.476 eV. The gap is \(2.165-1.476=0.689\) eV.

With this occupation the minority potential would be \(6.0(0.5-0.235)=1.590\) eV. Feedback increases it. Self-consistency gives \(n=0.0688\) and
\begin{equation}
v_\downarrow=6.0(0.5-0.0688)=2.587\ {\rm eV},\qquad v_\uparrow=-3.000\ {\rm eV}.
\label{eq:pots}
\end{equation}
The added centroid separation is \(2.587+3.000=5.587\) eV. It falls short of 6 eV by \(Un=0.413\) eV, as \eqref{eq:recall} requires.

For this division of the electrons between the spins, the solution is unique. Equation \eqref{eq:n} gives \(1/2-n=\Delta/(2R)\), so \eqref{eq:delta} can be written, in eV, as \(\Delta(1-3/R)=1.5\). A positive solution needs \(R>3\), where both factors increase with \(\Delta\); there is one crossing. A negative solution needs \(R<3\), hence \(|\Delta|<1.8\). Since \(R\geq2.4\), the left side would then be below \(1.8(3/2.4-1)=0.45\), too small to reach 1.5. The reversed filling, with both minority levels filled and one majority electron, is a separate self-consistent solution; its energy is about 0.9 eV higher and it is not considered further.

With \(\Delta=1.5+2.587=4.087\) eV and \(R=4.740\) eV, the empty edge is at \((4.087+4.740)/2\simeq4.413\) eV. For the majority spin, \(\Delta_\uparrow=-2.5\) eV and \(R_\uparrow=3.466\) eV, so the filled edge is at 0.483 eV. Therefore
\begin{equation}
E_g=4.413-0.483=3.930\ {\rm eV},\qquad
\frac{3.930-0.689}{6.0}=0.540 .
\label{eq:gap}
\end{equation}
The gap opens by 3.241 eV, or 54 per cent of \(U\). The empty edge rises by 2.248 eV, while the filled edge falls by 0.993 eV, although the majority \(d\) potential falls by 3 eV. The reason is visible in \eqref{eq:homo}: the \(d\) weight of the filled edge drops from 0.60 at \(U=0\) to 0.139. The edge becomes mainly ligand-like and follows the \(d\) potential only weakly.

At \(U=6.0\) eV, \eqref{eq:chi} gives \(\chi=-0.02705\) eV\(^{-1}\), and the slope is
\begin{equation}
\frac{dE_g}{dU}=\frac{0.9312\times0.4312}{1-0.1623}+\frac{0.139}{2}
=0.549 .
\label{eq:slopenum}
\end{equation}
A numerical derivative of the self-consistent gap gives the same value. In the contrasting limit with \(t=0\) and the ligand level placed at \(-20\) eV, the same \(U\) opens the gap by 6.000 eV. The values for both cases are collected in the numerical output.

For the initial decision, this means that a missing 3 eV in the gap does not in general translate into \(U=3\) eV. In this model at \(U=6\) eV, a further small increase \(\delta E_g\) needs \(\delta U\simeq\delta E_g/0.549\). The factor belongs to these parameters and should not be transferred to another material.

\subsection{The response of the base functional}

So far \(e_\uparrow\) and \(e_\downarrow\) were fixed. When charge leaves the \(d\) orbital, however, the Hartree and exchange-correlation potentials of the base functional change as well. Represent this by moving both \(d\) levels, relative to the ligand, by \(K(N_d-N_d^0)\), where \(N_d\) is the total \(d\) occupation and \(N_d^0\) its value at \(U=0\). An equal shift of both spins leaves out the growth of the exchange splitting with the magnetic moment, which acts in the opposite direction. Since the majority occupation stays at 1, \(N_d-N_d^0=n-n_0\), with \(n_0=0.235\). Equation \eqref{eq:delta} becomes
\begin{equation}
\Delta=e_\downarrow+U\left(\tfrac12-n\right)+K(n-n_0).
\label{eq:k}
\end{equation}
For \(K=U\) the terms in \(n\) cancel, leaving
\begin{equation}
\Delta=e_\downarrow+U\left(\tfrac12-n_0\right)=1.5+1.590=3.090\ {\rm eV}.
\label{eq:cancel}
\end{equation}
The feedback in \eqref{eq:feedback} is removed. Taking \(K=U\) is an estimate suggested by \eqref{eq:curv}, where \(U\) was matched to the curvature of the base energy.

The resulting gap is 3.109 eV, lower than before by 0.821 eV. It exceeds the uncorrected gap by 2.420 eV, which is 40 per cent of \(U\). Its size follows from the assumed value of \(K\). A full self-consistent calculation includes such a response automatically; an estimate that adds \(V\) to frozen base levels does not.

\subsection{The model beside the material}

The measured gap of nickel oxide is roughly 4 eV. The model gap of 3.9 eV lies close to this, but its parameters were chosen in that regime, so the agreement is not a prediction. The real crystal has two \(e_g\) orbitals and three filled \(t_{2g}\) orbitals per nickel atom, antiferromagnetic order and oxygen bands, where the model has one orbital, one cell and a sharp ligand level. Spreading the ligand level into a chain band \(2t_p\cos k\), with \(t_p=0.3\) eV, lowers the corrected gap by 0.574 eV. This band is only 1.2 eV wide, much narrower than the oxygen \(2p\) band of the crystal, which spans several eV; the reduction grows roughly in proportion to \(t_p\) and exceeds the level response of 0.821 eV by \(t_p=0.45\) eV. First-order theory accounts for most of this: the filled edge has ligand weight 0.861 and rises by \(0.861\times0.6=0.517\) eV, while the empty edge has ligand weight 0.069 and falls by 0.041 eV. The level response and the dispersion were varied separately, and their changes need not add. Memory devices also contain defects and conducting filaments, which this model does not describe and whose effect on the gap is not sized here.

The parameter itself matters as much. With everything else fixed, \(U=5\) eV gives a gap of 3.379 eV and \(U=7\) eV gives 4.477 eV. An uncertainty of 1 eV in \(U\) thus moves the gap by about 0.55 eV at frozen base levels; with the response \(K=6\) eV held fixed, the figure is about 0.41 eV. Thermal excitation of electrons across the gap is negligible by comparison: at 400 K, \(k_BT=0.0345\) eV and \(\exp(-E_g/2k_BT)=1.7\times10^{-25}\). This says nothing about the change of the gap through lattice vibrations.

\subsection{Where the simple rule fails}

The rule fails as a statement about the gap when a band edge has little weight on the corrected orbitals, as shown above. It also fails when both edges are \(d\)-like and their occupations do not distinguish them. By \eqref{eq:recall}, equally occupied orbitals acquire no relative shift, provided that the axes diagonalize the occupation matrix. If all eigenvalues of this matrix are one half for both spins, \(V\) vanishes at that density. Such a state can be unstable: for a \(d\) level degenerate with the ligand, \(\chi=-1/(4t)\) and \(1+U\chi<0\) once \(U>4t\); with \(U=6.0\) eV and \(t=1.2\) eV the stable occupations are 0.2 and 0.8. A separation of the localized orbitals from each other requires unequal eigenvalues, within one spin or between the two, which may arise from a crystal field or from magnetic or orbital order. Equal eigenvalues other than one half still shift the \(d\) orbitals against the ligand: if both spins are filled like the minority channel above, the gap is \(R\) and opens from 2.830 to 4.740 eV. The diagonal elements alone can mislead: two orbitals that are each half filled are still split if the matrix has an off-diagonal element between them, because their combinations are then unequally occupied.

The energy needs separate care. In the ion, \(E_U\) vanished. In the hybridized model it is
\begin{equation}
E_U=\frac{6.0}{2}\times0.0688\times0.9312=0.192\ {\rm eV},
\label{eq:penalty}
\end{equation}
because the minority occupation is fractional; the full majority orbital contributes nothing. The correction thus penalizes covalent mixing as well as shifting levels. Two structures with different mixing generally receive different penalties at the same \(U\), so a value of \(U\) adjusted to reproduce a gap is not thereby justified for their energy difference.

Finally, the result assumes one average \(U_C\) and \(J\), fixed orthonormal projectors and the fully localized double counting. An orbital-dependent interaction or another double-counting term changes the potential itself. Within the stated assumptions, the quantities to inspect before choosing \(U\) are the occupations, which set the potentials, and the projected weights of the two band edges, which determine how far those edges follow a small change of the potential at fixed base Hamiltonian. For a large \(U\) the weights themselves change and the base functional responds, so the gap must be computed self-consistently.

\section*{Table of computed values}
\begin{verbatim}
Mn2+ free ion, PBE/def2-TZVP
U: 4.0 eV
PBE total energy: -1149.8682 hartree
3d occupation, majority: 1.00000
3d occupation, minority: 0.00000
majority 3d level, PBE: -26.016 eV
majority 3d level, PBE+U: -28.016 eV
minority 3d level, PBE: -21.147 eV
minority 3d level, PBE+U: -19.153 eV
shift of filled 3d: -2.0000 eV
shift of empty 3d: 1.9944 eV
projector weight of empty 3d: 0.9975
first-order shift of empty 3d: 1.9949 eV
added 3d separation: 3.9944 eV
largest density-matrix change: 2.3e-09
Dudarev energy: 1.8e-15 eV
tabulated projector: majority occupation: 0.9957
tabulated projector: added separation: 3.9734 eV
d-ligand cluster, NiO-like regime
d level, majority: 0.5 eV
d level, minority: 1.5 eV
coupling t: 1.2 eV
U: 6.0 eV
minority d occupation, U=0: 0.2350
minority d occupation, with U: 0.0688
one-shot minority potential: 1.590 eV
self-consistent minority potential: 2.587 eV
majority potential: -3.000 eV
added d centroid separation: 5.587 eV
highest filled level, U=0: 1.476 eV
lowest empty level, U=0: 2.165 eV
gap, U=0: 0.689 eV
highest filled level, with U: 0.483 eV
lowest empty level, with U: 4.413 eV
gap, with U: 3.930 eV
gap opening: 3.241 eV
gap opening / U: 0.540
d weight of highest filled level: 0.139
d weight of lowest empty level: 0.931
chi: -0.02705 1/eV
gap slope dEg/dU, formula: 0.5489
gap slope dEg/dU, numerical: 0.5489
Dudarev energy: 0.192 eV
opening without hybridization: 6.000 eV
Neglected effects
response constant K: 6.0 eV
gap with base-functional response: 3.109 eV
gap change from response: -0.821 eV
ligand hopping: 0.3 eV
gap change from ligand dispersion: -0.574 eV
gap for U lower by 1 eV: 3.379 eV
gap for U higher by 1 eV: 4.477 eV
temperature: 400 K
thermal energy kT: 0.0345 eV
exp(-gap/2kT): 1.7e-25
\end{verbatim}
